# The Perdew-Zunger correction on Wannier functions: Bloch operator and finite-size term, part 2

The task is to make the Perdew-Zunger energy of an insulating crystal stationary and to correct its orbital Hartree energies for supercell size. Hartree atomic units are used. The supercell has $N$ cells, volume $\Omega$, side $L$ if cubic, lattice vectors $\mathbf T$ and reciprocal vectors $\mathbf K=\mathbf q+\mathbf G$, with $\mathbf q$ on the mesh and $\mathbf G$ from the crystal. Wannier functions $w_{n\mathbf R}$ have density $n_{n\mathbf R}$, centre $\bar{\mathbf r}$, spread $\sigma^2=\int n\,|\mathbf r-\bar{\mathbf r}|^2$ and potential $v_{n\mathbf R}=-v_H[n_{n\mathbf R}]-v_{xc}[n_{n\mathbf R},0]$.

$$E=E_{\rm DFT}-\sum_{\sigma n\mathbf R}\Big(E_H[n_{n\mathbf R}]+E_{xc}[n_{n\mathbf R},0]\Big). \tag{1}$$

$$u_{n\mathbf k}=\sum_{\mathbf R}e^{i\mathbf k\cdot(\mathbf R-\mathbf r)}w_{n\mathbf R},\qquad V_{n\mathbf k}=\sum_{\mathbf R}e^{i\mathbf k\cdot(\mathbf R-\mathbf r)}v_{n\mathbf R}w_{n\mathbf R}. \tag{2}$$

$$\big(h_{\mathbf k}+\hat V_{\mathbf k}\big)|u_{n\mathbf k}\rangle=\sum_m|u_{m\mathbf k}\rangle\Lambda_{mn}(\mathbf k),\qquad \hat V_{\mathbf k}=\sum_n|V_{n\mathbf k}\rangle\langle u_{n\mathbf k}|,\qquad \Lambda=\Lambda^\dagger. \tag{3}$$

Here $h$ is the Kohn-Sham Hamiltonian, $h_{\mathbf k}=e^{-i\mathbf k\cdot\mathbf r}he^{i\mathbf k\cdot\mathbf r}$, and $\Lambda=\Lambda^\dagger$ is the Pederson condition $\langle w_{m\mathbf 0}|v_{n\mathbf R}-v_{m\mathbf 0}|w_{n\mathbf R}\rangle=0$.

A first derivation, in real space, varied all $w_{n\mathbf R}$ with multipliers $\lambda$, then imposed translation covariance. It gave (3) and, with $P=\sum_n|u_{n\mathbf k}\rangle\langle u_{n\mathbf k}|$ and $Q=1-P$,

$$\Lambda_{mn}(\mathbf k)=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\langle w_{m\mathbf 0}|h+v_{n\mathbf R}|w_{n\mathbf R}\rangle, \tag{8}$$

$$\hat V^H_{\mathbf k}=Q\hat V_{\mathbf k}P+P\hat V^\dagger_{\mathbf k}Q+\tfrac12P\big(\hat V_{\mathbf k}+\hat V^\dagger_{\mathbf k}\big)P. \tag{9}$$

It also gave the finite-size terms:

$$E_H^{\rm iso}=E_H^{\rm per}+\frac{\alpha}{2L}-\frac{2\pi\sigma^2}{3\Omega}+O(L^{-5}),\qquad \alpha=2.837297, \tag{4}$$

$$v_H^{\rm iso}(\mathbf r)=v_H^{\rm per}(\mathbf r)+\frac{\alpha}{L}-\frac{2\pi}{3\Omega}\Big(|\mathbf r-\bar{\mathbf r}|^2+\sigma^2\Big)-(\delta\phi*n)(\mathbf r), \tag{5}$$

$$E_H^{\rm per}=\frac1{2\Omega}\sum_{\mathbf K\neq0}\frac{4\pi|n(\mathbf K)|^2}{K^2}, \tag{6}$$

$$-\frac\alpha L=\frac{4\pi}\Omega\sum_{\mathbf K\neq0}\frac{e^{-K^2/4\eta^2}}{K^2}+\sum_{\mathbf T\ne0}\frac{\operatorname{erfc}(\eta T)}{T}-\frac{2\eta}{\sqrt\pi}-\frac{\pi}{\eta^2\Omega}. \tag{11}$$

The image sum $\delta\phi=\sum_{\mathbf T\neq0}\big(|\mathbf r-\mathbf T|^{-1}-T^{-1}\big)$ starts with $\tfrac52S_4K_4/L^5$, $K_4=x^4+y^4+z^4-\tfrac35r^4$, $S_4=3.1082$, which adds $\frac{5S_4}{4L^5}\langle K_4\rangle$ to $E_H^{\rm per}$. For a Bloch orbital $E_H^{\rm per}\propto1/N$ and $E_x=-C_x\int n^{4/3}\propto N^{-1/3}$.

The second derivation takes the $u_{n\mathbf k}$ as unknowns, with $\langle u_{m\mathbf k}|u_{n\mathbf k}\rangle=\delta_{mn}$. For $\mathcal E=E/N$ it has found $N\,\delta\mathcal E/\delta u^*_{n\mathbf k}=g_{n\mathbf k}=h_{\mathbf k}u_{n\mathbf k}+V_{n\mathbf k}$, using

$$n_n(\mathbf q+\mathbf G)=\frac1{N^2}\sum_{\mathbf k\mathbf k'}\int_\Omega e^{i(\mathbf k'-\mathbf k-\mathbf q)\cdot\mathbf r}e^{-i\mathbf G\cdot\mathbf r}u^*_{n\mathbf k}u_{n\mathbf k'}=\frac1N\sum_{\mathbf k}\langle u_{n\mathbf k}|e^{-i\mathbf G\cdot\mathbf r}|u_{n,\mathbf k+\mathbf q}\rangle, \tag{12}$$

$$V_{n\mathbf k}(\mathbf r)=\frac1\Omega\sum_{\mathbf q,\mathbf G}v_n(\mathbf q+\mathbf G)^*\,e^{-i\mathbf G\cdot\mathbf r}u_{n,\mathbf k+\mathbf q}(\mathbf r). \tag{13}$$

**Allowed variations.** A variation that keeps orthonormality to first order is $\delta u_{n\mathbf k}=Q\xi_n+\sum_mu_{m\mathbf k}A_{mn}$ with $\xi_n$ arbitrary; the constraint gives $A+A^\dagger=0$. The energy per spin changes by $(2/N)\operatorname{Re}\sum_{\mathbf kn}\langle g_{n\mathbf k}|\delta u_{n\mathbf k}\rangle$. Arbitrary $\xi_n$ forces $Qg_{n\mathbf k}=0$, so $g_{n\mathbf k}=\sum_mu_{m\mathbf k}\Lambda_{mn}$ with $\Lambda_{mn}=\langle u_{m\mathbf k}|g_{n\mathbf k}\rangle$. The second part gives $\sum_{mn}\Lambda^*_{mn}A_{mn}=\operatorname{tr}(\Lambda^\dagger A)$. Write $\Lambda=H+B$ with $H$ Hermitian and $B$ anti-Hermitian. The trace $\operatorname{tr}(HA)$ is imaginary, since its conjugate is $\operatorname{tr}(A^\dagger H)=-\operatorname{tr}(HA)$, so only $\operatorname{Re}\operatorname{tr}(B^\dagger A)$ remains, and the choice $A=B$ shows that it vanishes for all $A$ only if $B=0$. Finally $\hat V_{\mathbf k}u_{n\mathbf k}=V_{n\mathbf k}$ by orthonormality, which completes (3).

A special case shows the gauge force directly. For two real orbitals $A$ and $B$ and two equal spin channels, let $\delta w_{A\mathbf 0}=\epsilon w_{B\mathbf R}$ and $\delta w_{B\mathbf 0}=-\epsilon w_{A,-\mathbf R}$, with all translates. Then $\delta\mathcal E=4\epsilon[\langle w_{B\mathbf R}|h+v_{A\mathbf 0}|w_{A\mathbf 0}\rangle-\langle w_{A,-\mathbf R}|h+v_{B\mathbf 0}|w_{B\mathbf 0}\rangle]$, one factor 2 from spin and one from the real part. Translating the second bracket by $\mathbf R$ cancels $h$ and leaves $d\mathcal E/d\epsilon=4\langle w_{B\mathbf R}|v_{A\mathbf 0}-v_{B\mathbf R}|w_{A\mathbf 0}\rangle$.

**Sum against integral.** The isolated energy is $\tfrac12\int\frac{d^3K}{(2\pi)^3}4\pi f/K^2$ with $f=|n(\mathbf K)|^2$, and (6) samples the same integrand with the singular point left out. Define $D[F]=\int\frac{d^3K}{(2\pi)^3}F-\Omega^{-1}\sum_{\mathbf K\neq0}F$, so that $E_H^{\rm iso}-E_H^{\rm per}=\tfrac12D[4\pi f/K^2]$. The tool is the Poisson formula $\Omega^{-1}\sum_{\mathbf K}F(\mathbf K)=\sum_{\mathbf T}\tilde F(\mathbf T)$, in which $\tilde F$ is the real-space transform and $\tilde F(0)$ is the integral. It gives $D[F]=F(0)/\Omega-\sum_{\mathbf T\neq0}\tilde F(\mathbf T)$.

With the origin at $\bar{\mathbf r}$, expanding the exponential gives $n(\mathbf K)=1-\tfrac12\mathbf K\cdot M\mathbf K+\dots$, where $M_{ij}=\int n\,r_ir_j$ and $\operatorname{tr}M=\sigma^2$. The cubic term is imaginary and enters $f$ only at sixth order, so $f=1-\mathbf K\cdot M\mathbf K+O(K^4)$. Split $M=\tfrac13\sigma^2+\tilde M$ with $\tilde M$ traceless, let $\gamma=e^{-K^2/4\eta^2}=1-K^2/4\eta^2+\dots$ with $\eta L\gg1$, and write

$$f=\gamma+\Big(\frac1{4\eta^2}-\frac{\sigma^2}3\Big)K^2\gamma-(\mathbf K\cdot\tilde M\mathbf K)\gamma+\rho(\mathbf K).$$

Matching orders $K^0$ and $K^2$ shows $\rho=O(K^4)$. The four terms are treated in turn.

1. The integral of $4\pi\gamma/K^2$ is $\operatorname{erf}(\eta r)/r$ at $r=0$, which is $2\eta/\sqrt\pi$. Let $C(\eta)=D[4\pi\gamma/K^2]+\pi/(\eta^2\Omega)$. Since $d\gamma/d\eta=K^2\gamma/(2\eta^3)$, one finds $dC/d\eta=2/\sqrt\pi-(2\pi/\eta^3)\,\Omega^{-1}\sum_{\mathbf K}\gamma$, where the derivative of $\pi/(\eta^2\Omega)$ has supplied the $\mathbf K=0$ term. The Poisson formula turns the sum into $(\eta^3/\pi^{3/2})\sum_{\mathbf T}e^{-\eta^2T^2}$, so $dC/d\eta=-(2/\sqrt\pi)\sum_{\mathbf T\ne0}e^{-\eta^2T^2}$, which is exponentially small. $C$ is therefore a constant of the lattice with the dimension of inverse length, $\alpha/L$, and it agrees with (11) with the erfc sum neglected. This term gives $D=\alpha/L-\pi/(\eta^2\Omega)$.
2. After division by $K^2$ the second term is a Gaussian, whose images are exponentially small, so $D=F(0)/\Omega=\pi/(\eta^2\Omega)-4\pi\sigma^2/(3\Omega)$.
3. The angular mean of $K_iK_j$ is $\tfrac13K^2\delta_{ij}$, and on a cubic mesh the sum over each shell gives the same, so the integral and the sum are both proportional to $\operatorname{tr}\tilde M=0$.
4. $\rho/K^2$ vanishes at the origin, so only the images remain. The quartic part of $\rho$ is $aK^4+K^2Y_2+Y_4$ with $Y_l$ harmonic polynomials. Divided by $K^2$, the first two parts are polynomials and leave no power-law tail in real space. $Y_4/K^2$ is not smooth and is homogeneous of degree 2, so its three-dimensional transform is homogeneous of degree $-5$, and the sum over $\mathbf T$ is $O(L^{-5})$.

In the sum $\eta$ cancels, $D=\alpha/L-4\pi\sigma^2/(3\Omega)+O(L^{-5})$, and half of this is (4).

**The correction in the operator.** For a density of charge $q$ the same steps give the correction $\alpha q^2/(2L)-(2\pi/3\Omega)\big(q\int nr^2-|\int n\mathbf r|^2\big)$. Its derivative with respect to $n(\mathbf r)$ at $q=1$ is $\alpha/L-(2\pi/3\Omega)\big(\int nr^2+r^2-2\mathbf r\cdot\bar{\mathbf r}\big)$, and $\int nr^2=\sigma^2+\bar r^2$ turns this into the first two corrections of (5). Setting $q=1$ before differentiating is a mistake: it loses $\alpha/L$ altogether. Since $v_n$ contains $-v_H$, the signs reverse in the operator. Differentiating (2) gives $i\nabla_{\mathbf k}u_{n\mathbf k}=\sum_{\mathbf R}e^{i\mathbf k\cdot(\mathbf R-\mathbf r)}(\mathbf r-\mathbf R)w_{n\mathbf R}$, where (2) defines $u$ between mesh points only if each $w_{n\mathbf R}$ is treated as a localised function, with $\mathbf r-\mathbf R$ taken as the image nearest to the orbital centre. A supercell-periodic $w$ leaves that choice open, and the derivative depends on it. With the nearest image,

$$\Delta V_{n\mathbf k}=-\frac\alpha Lu_{n\mathbf k}+\frac{2\pi}{3\Omega}\Big[(i\nabla_{\mathbf k}-\bar{\mathbf r}_n)^2+\sigma_n^2\Big]u_{n\mathbf k}. \tag{14}$$

The first term enters (13) only at $\mathbf q+\mathbf G=0$, where the periodic Hartree part of $v_n$ is zero. It adds $-\alpha/L$ times the unit matrix to $\Lambda(\mathbf k)$, so all occupied bands move down rigidly. It has no $Q$ component and no anti-Hermitian part, so the orbitals, the density and the Pederson condition do not change. The second term depends on $\mathbf k$, as it contains the off-site elements $\langle w_{m\mathbf 0}||\mathbf r-\mathbf R-\bar{\mathbf r}_n|^2|w_{n\mathbf R}\rangle$. Averaging (8) over $\mathbf k$ keeps only $\mathbf R=0$, where the diagonal element is $\sigma_n^2$, so the shift averaged over $\mathbf k$ and bands is $-\alpha/L+4\pi\langle\sigma^2\rangle/(3\Omega)$. In the energy (1) this term adds $2\pi/(3\Omega)$ times the Marzari-Vanderbilt spread of each orbital.

## What each derivation assumes

For the operator, the first derivation varies all orbitals freely and imposes covariance afterwards, so it shows that the crystalline solution is stationary in the unrestricted space. The second builds covariance into its variables and says nothing about other variations, but it needs no multipliers, it exhibits the constraint as local in $\mathbf k$, and it identifies the anti-Hermitian part of $\Lambda$ as the gauge gradient. Neither needs localisation or a gap to reach (3) on a finite mesh, and neither shows that the stationary point is a minimum or is unique. Real orbitals that satisfy the Pederson condition are also stationary against complex variations, since a real symmetric $\lambda$ is Hermitian, but they can be a saddle point there.

For the finite-size term, both need localisation, in different forms. The first needs $n(\mathbf r)n(\mathbf r')$ to be negligible for $|\mathbf r-\mathbf r'|\gtrsim L$, where the series for $\delta\phi$ diverges. The second needs $|n(\mathbf K)|^2$ to be smooth on the scale $2\pi/L$. Exponentially decaying orbitals satisfy both once $L$ is much larger than their decay length; they exist for an isolated group of bands without a topological obstruction. For an orbital with $\sigma\sim L$, (4) fails. Cubic symmetry removes the harmonic quadratic in the first derivation and term 3 in the second. For any other supercell lattice $\alpha/L$ is replaced by the constant from (11) for that lattice. What matters is the symmetry of the lattice, not the shape of the cell: fcc and bcc supercells, such as those of an $n\times n\times n$ mesh on the primitive cell, keep cubic symmetry, so the same argument applies and the remainder stays $O(L^{-5})$ with a different coefficient. For lower symmetry, such as a tetragonal supercell, a term of order $1/\Omega$, linear in $\tilde M$, survives in general. The first derivation gives the remainder pointwise and with its coefficient, which matters for single bands. The second bounds it only in the energy, but shows that the error is the sampling of a $1/K^2$ singularity.

Neither derivation involves the response of other electrons. The formula has the form of the Makov-Payne correction for a charged defect or polaron cell, where the Madelung term is divided by a dielectric constant because the crystal screens a real extra charge. Here $E_H[n_n]$ is a bare integral over a given density and dividing by $\epsilon$ is wrong. The electrostatic energy of the neutral crystal in $E_{\rm DFT}$ needs no correction, and a charged polaron cell treated with (1) needs both corrections.

## Worked example

The inputs are chosen. The crystal is simple cubic with $a=7.5$ bohr and two Gaussian ions of width 0.7 bohr and charges 2.2 and 1.8, at $(1.5,1.5,1.5)$ and $(4.5,3.75,3)$ bohr, which leaves no inversion centre. There are four electrons per cell, exchange-only LDA with $C_x=0.93053$, $10^3$ grid points per cell and a $3^3$ mesh, so $L=22.5$ bohr and $\Omega=11390.6$ bohr$^3$. The orbitals are real, the terms $\alpha/2L$ and $2\pi\sigma^2/3\Omega$ are included in the minimisation, and the ion-ion energy is omitted. Levels are measured from the mean electrostatic potential. The minimum lies at $-1.052823$ Ha per cell. The digits quoted here and below belong to this grid and mesh. With $12^3$ or $14^3$ points per cell the energy rises by $6\times10^{-5}$ Ha and the gaps are unchanged. On a $4^3$ mesh the energy falls by $5\times10^{-5}$ Ha, the spreads grow by about 0.01 bohr$^2$, and the corrected direct gap at $\Gamma$ grows by 0.01 eV.

The constants are $\alpha/2L=2.837297/45=0.063051$ Ha and $2\pi/3\Omega=1.8387\times10^{-4}$ bohr$^{-3}$. Orbital $A$ (w0 in the output) has $\sigma^2=4.0995$ bohr$^2$, so its spread term is $1.8387\times10^{-4}\times4.0995=0.000754$ Ha and

$$E_H=0.202427+0.063051-0.000754=0.264724\ \text{Ha},$$

against $0.264726$ Ha from a solver for the isolated charge. Orbital $B$ has $\sigma^2=5.2942$ bohr$^2$ and $0.172193+0.063051-0.000973=0.234271$ Ha, against $0.234273$ Ha. With $E_x=-0.226352$ and $-0.200569$ Ha the corrections $-(E_H+E_x)$ are $-0.038372$ and $-0.033702$ Ha, and twice their sum is $-0.14415$ Ha per cell. Without the finite-size terms the same orbitals would give $+0.023926$ and $+0.028376$ Ha. The Perdew-Zunger term is a small difference of two larger energies, and on this mesh the missing Madelung term reverses its sign.

The lowest Bloch orbital at $\Gamma$ shows the scaling found at the start: $E_H^{\rm per}$ falls from $0.036498$ to $0.036498/27=0.001352$ Ha and $E_x$ from $-0.170921$ to $-0.170921/3=-0.056974$ Ha between $N=1$ and $N=27$.

At $\Gamma$ the eigenvalues of $\Lambda$ are $-0.496643$ and $-0.262691$ Ha, and the lowest empty level is $0.116169$ Ha, so the direct gap is $(0.116169+0.262691)\times27.2114=10.309$ eV. The Hamiltonian $h$ alone, at the same density, gives $-0.270023$, $-0.060279$ and $0.116573$ Ha and a gap of 4.812 eV. With the uncorrected periodic $v_H$ on the same orbitals the gap is 6.955 eV, so more than half of the opening comes from the finite-size term. Because $Q\hat V^HQ=0$ was chosen, the empty level is the lowest eigenvalue of $QhQ$. Interlacing of eigenvalues, for $h$ restricted to a subspace with two dimensions removed, places it between the first and third levels of $h$; in this example it lies just below the third. These are direct gaps of a model: at $\mathbf k=(1,1,0)\,2\pi/L$ the empty level lies lower, at $0.044339$ Ha.

The predicted mean shift is $0.126102-1.8387\times10^{-4}\times(4.0995+5.2942)=0.124375$ Ha, or 3.3844 eV, and the computed mean difference between bands from the periodic and the isolated $v_H$ is 3.3845 eV. Individual shifts range from 3.364 to 3.403 eV, all below $\alpha/L=3.431$ eV, so the shift is not rigid. The two bands at $\Gamma$ alone span most of this range, with shifts of 3.402 and 3.364 eV. The $\mathbf k$ dependence of (14) shows in the band average. At $\Gamma$ the periodic $v_H$ gives $-0.371626$ and $-0.139426$ Ha, so the two corrections alone lower the levels by $0.125017$ and $0.123265$ Ha. Their mean, $0.124141$ Ha, differs from the mesh average $0.124375$ Ha.

The remainder is much larger for one band than for the energy. The self-energies agree to about $2\times10^{-6}$ Ha, but the upper level at $\Gamma$ is $-0.262691$ Ha with the two corrections and $-0.263038$ Ha with the isolated potential, an error of $3.47\times10^{-4}$ Ha. The energy weights $\delta\phi*n$ with $|w|^2$, whereas (8) contains products $w_{m\mathbf 0}w_{n\mathbf R}$, linear in the tail of the orbital, at distances where $\delta\phi$ has grown as $r^4$: the potential error is $1.2\times10^{-4}$ Ha within 4 bohr and $1.8\times10^{-3}$ Ha within 8 bohr. Including the $K_4$ term reduces the largest band error to $2.30\times10^{-5}$ Ha and the full image sum to $1.71\times10^{-7}$ Ha, which confirms (5) as written.

The $L^{-5}$ coefficient is isolated with a Gaussian charge of widths $s_i=1.0,1.3,1.8$ bohr. The difference $\mathbf r-\mathbf r'$ is Gaussian with variances $\nu_i=2s_i^2$. From $\langle x^4\rangle=3\nu_x^2$ and $\langle r^4\rangle=(\sum\nu_i)^2+2\sum\nu_i^2$ follows $\langle K_4\rangle=\tfrac95\sum\nu_i^2-\tfrac35(\sum\nu_i)^2=18.951$ bohr$^4$. At $L=20$ bohr, $0.1382978+0.0709324-0.0015525=0.2076777$ Ha exceeds $E_H^{\rm iso}=0.2076546$ Ha by $2.3\times10^{-5}$ Ha, and the prediction is $1.25\times3.1082\times18.951/20^5=2.301\times10^{-5}$ Ha. At $L=40$ bohr the two are $7.202\times10^{-7}$ and $7.190\times10^{-7}$ Ha.

For the dependence on the mesh, take a chosen cubic cell of 5.1 Å and a spread of 1.0 Å$^2$. The mean shift missing from the occupied bands is $3.949$ eV on a $2^3$ mesh, where the spread term is only $0.0568$ eV, $1.996$ eV on $4^3$ and $1.000$ eV on $8^3$. It falls only as $1/L$, so refining the mesh is not a practical substitute for the correction.

The numerical check below tests the following steps against independent computations; (13) and the $\nabla_{\mathbf k}$ form of (14) are not evaluated directly. The gradient $(h+v_n)w_n$ is compared with a finite difference of the energy ($-4.2229075$ against $-4.2229076$ Ha), and so is the gauge force at a non-stationary start ($-1.016386\times10^{-2}$ Ha from both). Orthonormality of translates, $\Lambda(\mathbf k)$ of (8) and the action of $\hat V$ on a random Bloch function are evaluated by explicit lattice sums, with each $v_{n\mathbf R}$ recomputed from the translated orbital, and agree with the plane-wave forms to rounding error; the largest Pederson element at the minimum is $3.2\times10^{-9}$ Ha. One component of (12) is compared with direct integration. A dense diagonalisation of $h_{\mathbf k}+\hat V^H_{\mathbf k}$ reproduces the eigenvalues of $\Lambda$ at two $\mathbf k$ points. Isolated energies, potentials and bands come from a doubled box with a truncated Coulomb kernel, $\delta\phi$ from a direct sum over image charges, and the isolated Gaussian energy from a one-dimensional quadrature.

## Values computed for the example and the checks

```
alpha (simple cubic) = 2.837297479, S4 = 3.1082; 1 Ha = 27.2114 eV, 1 bohr = 0.52918 A
Gaussian widths [1.  1.3 1.8] bohr: E_iso = 0.207654581 Ha, spread = 5.930 bohr^2, <K4> = 18.951 bohr^4
 L=20 bohr: E_per=0.1382978 +0.0709324 -0.0015525, rest=2.322e-05, L^-5 term=2.301e-05 Ha
 L=30 bohr: E_per=0.1608293 +0.0472883 -0.0004600, rest=3.040e-06, L^-5 term=3.030e-06 Ha
 L=40 bohr: E_per=0.1723831 +0.0354662 -0.0001941, rest=7.202e-07, L^-5 term=7.190e-07 Ha
crystal: a=7.5 bohr, Z=(2.2, 1.8), ion width=0.7 bohr, grid 10^3/cell, k mesh 3^3
ion sites (bohr): [1.5 1.5 1.5], [4.5  3.75 3.  ]; L=22.5 bohr, Omega=11390.6 bohr^3, Cx=0.93053
start (Gaussians, widths (0.9, 1.4) bohr): E=-0.897522 Ha, max|Lam-Lam^+|=1.019e-02 Ha
gauge gradient: finite difference -1.016386e-02, formula -1.016386e-02 Ha
minimum: E=-1.052823 Ha/cell, E_SIC=-0.144147 Ha/cell, iterations 33
residuals: |Q g|=8.0e-08, max|Lam-Lam^+|=1.3e-08 Ha
dE along test direction: finite difference -4.2229076, formula -4.2229075 Ha
lattice sums: orthonormality 2.7e-16, Lambda 6.7e-16 Ha, V_k 1.6e-16 Ha, Pederson 3.2e-09 Ha
k=[0 0 0]*2pi/L: eig Lambda -0.496643 -0.262691; dense -0.496643 -0.262691, empty 0.116169 Ha
 Gamma, h alone: -0.270023 -0.060279 0.116573 Ha
 direct gap at Gamma: h alone 4.812 eV, with SIC 10.309 eV
k=[1 1 0]*2pi/L: eig Lambda -0.450954 -0.318130; dense -0.450954 -0.318130, empty 0.044339 Ha
alpha/2L=0.063051 Ha, alpha/L=0.126102 Ha = 3.431 eV, 2pi/3Omega=1.8387e-04 bohr^-3
w0: spread=4.0995 bohr^2, E_per=0.202427, spread term=0.000754 Ha
    E_corr=0.264724, E_iso=0.264726, E_x=-0.226352, SIC=-0.038372 Ha
    SIC without correction=0.023926 Ha, max|v_corr-v_iso| (r<4 bohr)=1.2e-04 Ha
    r<8 bohr: max|v_corr-v_iso|=1.8e-03 Ha, after removing image-sum remainder 5.5e-06 Ha
w1: spread=5.2942 bohr^2, E_per=0.172193, spread term=0.000973 Ha
    E_corr=0.234271, E_iso=0.234273, E_x=-0.200569, SIC=-0.033702 Ha
    SIC without correction=0.028376 Ha, max|v_corr-v_iso| (r<4 bohr)=1.2e-04 Ha
    r<8 bohr: max|v_corr-v_iso|=1.8e-03 Ha, after removing image-sum remainder 2.9e-06 Ha
Gamma bands: isolated v_H -0.496638 -0.263038; periodic v_H -0.371626 -0.139426 Ha
Gamma bands: corrected -0.496643 -0.262691; plus image sum -0.496638 -0.263038 Ha
max over k of band error: periodic 1.25e-01, corrected 3.47e-04 Ha
  plus K4 term 2.30e-05, plus full image sum 1.71e-07 Ha
shift periodic-isolated: Gamma 3.402 3.364 eV, range 3.364 to 3.403 eV
mean shift over k and bands 3.38452 eV, alpha/L - 4pi<spread>/(3 Omega) = 3.38441 eV
direct gap at Gamma with periodic v_H 6.955 eV
Bloch orbital: N=1 E_per=0.036498 E_x=-0.170921; N=27 E_per=0.001352 E_x=-0.056974 Ha
chosen cubic cell 5.1 A, spread 1.0 A^2; mean band shift alpha/L - 4 pi spread/(3 L^3):
 mesh 2^3: L=19.28 bohr, 4.005 eV - 0.0568 eV = 3.949 eV
 mesh 4^3: L=38.55 bohr, 2.003 eV - 0.0071 eV = 1.996 eV
 mesh 8^3: L=77.10 bohr, 1.001 eV - 0.0009 eV = 1.000 eV
```
